# Steady-state i-DFT: xc gate and xc bias of a Coulomb-blockaded level: test program

```python
"""
Steady-state density functional theory with density n and current I (i-DFT).
Result under test: for one spin-degenerate level v with repulsion U, coupled
with gamma/2 to each of two leads (mu_L = V/2, mu_R = -V/2), gamma << kT,
    v_Hxc = (h_L + h_R)/2,   V_xc = h_R - h_L,   h_a = h(x_a; n),
    h(x;n) = kT ln{ [b + sqrt(b^2 + 4 u x (1-x))] / (2x) },
    b = x(1+u) - (1-p)u - p,  u = exp(U/kT),  p = n/2,
    x_L = p + I/gamma,  x_R = p - I/gamma   (hbar = 1).
Kohn-Sham potentials: v_s = v + v_Hxc, V_s = V + V_xc.
The variable 'cur' is always the particle current in units of gamma/hbar.
Energies are in meV in the worked example; V is e times the voltage.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, digamma


def fermi(energy, kT):
    return expit(-energy / kT)


def master(v, V, U, kT):
    """Density and current from the null vector of the 4-state rate matrix."""
    # states: 0 empty, 1 up, 2 down, 3 double
    links = [(0, 1, v), (0, 2, v), (1, 3, v + U), (2, 3, v + U)]
    total = np.zeros((4, 4))
    left = np.zeros((4, 4))
    for mu, is_left in ((V / 2, True), (-V / 2, False)):
        for low, high, cost in links:
            rate_in = 0.5 * fermi(cost - mu, kT)
            rate_out = 0.5 * fermi(mu - cost, kT)
            total[high, low] += rate_in
            total[low, low] -= rate_in
            total[low, high] += rate_out
            total[high, high] -= rate_out
            if is_left:
                left[high, low] += rate_in
                left[low, high] -= rate_out
    system = total.copy()
    system[3, :] = 1.0
    prob = np.linalg.solve(system, np.array([0.0, 0.0, 0.0, 1.0]))
    density = prob[1] + prob[2] + 2 * prob[3]
    return density, float(np.sum(left @ prob))


def lead_shift(x, n, U, kT):
    """The function h(x;n), written without cancellation."""
    u, p = np.exp(U / kT), n / 2
    b = x * (1 + u) - (1 - p) * u - p
    root = np.sqrt(b * b + 4 * u * x * (1 - x))
    ratio = (b + root) / (2 * x) if b > 0 else 2 * u * (1 - x) / (root - b)
    return kT * np.log(ratio)


def xc_potentials(n, cur, U, kT):
    h_left = lead_shift(n / 2 + cur, n, U, kT)
    h_right = lead_shift(n / 2 - cur, n, U, kT)
    return (h_left + h_right) / 2, h_right - h_left


def ks_inverse(n, cur, kT):
    """Gate and bias of a sharp non-interacting level with given n, cur."""
    e_left = kT * np.log(1 / (n / 2 + cur) - 1)
    e_right = kT * np.log(1 / (n / 2 - cur) - 1)
    return (e_left + e_right) / 2, e_right - e_left


rng = np.random.default_rng(7)

# --- potentials from the master equation against the closed form
worst_reverse = 0.0
for _ in range(300):
    U, v, V = rng.uniform(0, 8), rng.uniform(-8, 4), rng.uniform(-8, 8)
    n, cur = master(v, V, U, 1.0)
    assert abs(cur) < 0.5 * min(n, 2 - n)
    v_s, V_s = ks_inverse(n, cur, 1.0)
    gate, bias = xc_potentials(n, cur, U, 1.0)
    worst_reverse = max(worst_reverse, abs(v_s - v - gate), abs(V_s - V - bias))
assert worst_reverse < 1e-7

# --- every (n, cur) of the stated range is reached by the interacting level
worst_range = 0.0
for _ in range(300):
    U, n = rng.uniform(0, 12), rng.uniform(0.02, 1.98)
    cur = rng.uniform(-0.49, 0.49) * min(n, 2 - n)
    v_s, V_s = ks_inverse(n, cur, 1.0)
    gate, bias = xc_potentials(n, cur, U, 1.0)
    n_back, cur_back = master(v_s - gate, V_s - bias, U, 1.0)
    worst_range = max(worst_range, abs(n_back - n), abs(cur_back - cur))
assert worst_range < 1e-9

# --- equilibrium limit against the grand-canonical sum over states
for v in (-5.0, -2.0, 0.5):
    U = 6.0
    weights = np.array([1.0, 2 * np.exp(-v), np.exp(-2 * v - U)])
    n = weights @ np.array([0, 1, 2]) / weights.sum()
    gate, bias = xc_potentials(n, 0.0, U, 1.0)
    assert abs(np.log(2 / n - 1) - v - gate) < 1e-9 and abs(bias) < 1e-12

# --- low-temperature steps (U = 1, kT = 1/200; logarithms of order kT remain)
tested = 0
while tested < 200:
    n = rng.uniform(0.1, 1.9)
    cur = rng.uniform(-0.45, 0.45) * min(n, 2 - n)
    if min(abs(n + cur - 1), abs(n - cur - 1)) < 0.05:
        continue
    up, down = float(n + cur > 1), float(n - cur > 1)
    gate, bias = xc_potentials(n, cur, 1.0, 1 / 200)
    assert abs(gate - (up + down) / 2) < 0.03
    assert abs(bias - (down - up)) < 0.05
    tested += 1


# --- Landauer integral of a broadened level and its sharp limit
def broad_quad(energy, width, kT):
    """Lorentzian average of the Fermi function, by quadrature."""
    value = quad(lambda a: fermi(energy + width / 2 * np.tan(a), kT),
                 -np.pi / 2, np.pi / 2, limit=500, epsabs=1e-11)[0]
    return value / np.pi


def broad_fermi(energy, width, kT):
    """The same average through the digamma function."""
    z = 0.5 + (width / 2 + 1j * energy) / (2 * np.pi * kT)
    return 0.5 - digamma(z).imag / np.pi


errors = []
for width in (0.1, 0.05):
    value = broad_quad(1.2, width, 1.0)
    assert abs(value - broad_fermi(1.2, width, 1.0)) < 1e-8
    errors.append(abs(value - fermi(1.2, 1.0)))
assert errors[0] < 0.02 and 1.8 < errors[0] / errors[1] < 2.2


# --- two-site Kohn-Sham junction: Jacobian of (n1, n2, I) in (v1, v2, V)
omega = np.linspace(-40, 40, 8001)
d_omega = omega[1] - omega[0]


def two_sites(params, hop=0.5, width=0.5, kT=0.3):
    v1, v2, V = params
    a = omega - v1 + 0.5j * width
    d = omega - v2 + 0.5j * width
    det = a * d - hop**2
    f_left, f_right = fermi(omega - V / 2, kT), fermi(omega + V / 2, kT)
    g11, g22, g12 = abs(d / det)**2, abs(a / det)**2, abs(hop / det)**2
    scale = 2 * width * d_omega / (2 * np.pi)
    return scale * np.array([np.sum(f_left * g11 + f_right * g12),
                             np.sum(f_left * g12 + f_right * g22),
                             width * np.sum((f_left - f_right) * g12)])


def jacobian(params, step=1e-3):
    columns = []
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = step
        columns.append((two_sites(params + shift)
                        - two_sites(params - shift)) / (2 * step))
    return np.array(columns).T


for v1 in (-0.6, 0.0, 0.7):
    for v2 in (-0.6, 0.0, 0.7):
        jac = jacobian(np.array([v1, v2, 0.0]))
        chi, conductance = jac[:2, :2], jac[2, 2]
        assert abs(chi[0, 1] - chi[1, 0]) < 1e-4
        assert np.linalg.eigvalsh((chi + chi.T) / 2).max() < 0
        assert conductance > 0
        product = np.linalg.det(chi) * conductance
        assert abs(np.linalg.det(jac) / product - 1) < 1e-6
        for V in (-0.2, 0.2):
            assert np.linalg.det(jacobian(np.array([v1, v2, V]))) > 0


# --- zero-bias conductance, in units of gamma/hbar per unit of energy
def conductances(v, U, kT):
    """True value, Kohn-Sham value, and Kohn-Sham value corrected by V_xc."""
    dV = 1e-3 * kT
    true = (master(v, dV, U, kT)[1] - master(v, -dV, U, kT)[1]) / (2 * dV)
    n = master(v, 0.0, U, kT)[0]
    v_s = v + xc_potentials(n, 0.0, U, kT)[0]
    ks = (fermi(v_s - dV / 2, kT) - fermi(v_s + dV / 2, kT)) / (2 * dV)
    dc = 1e-5
    slope = (xc_potentials(n, dc, U, kT)[1]
             - xc_potentials(n, -dc, U, kT)[1]) / (2 * dc)
    return true, ks, ks / (1 - ks * slope)


for v in (-5.0, -3.0, -1.0, 0.5):
    true, ks, corrected = conductances(v, 6.0, 1.0)
    assert abs(corrected / true - 1) < 1e-4
true, ks, corrected = conductances(-3.0, 6.0, 1.0)
assert abs(true / ks * np.cosh(1.5)**2 - 1) < 1e-5


# --- Kohn-Sham loop: density and current from the functional alone
def ks_loop(v, V, U, kT):
    def occupation(bare, n):
        def mismatch(y):
            return kT * y - lead_shift(expit(-y), n, U, kT) - bare
        return expit(-brentq(mismatch, -30, 30, xtol=1e-13))

    def balance(n):
        return occupation(v - V / 2, n) + occupation(v + V / 2, n) - n
    n = brentq(balance, 1e-6, 2 - 1e-6, xtol=1e-13)
    return n, (occupation(v - V / 2, n) - occupation(v + V / 2, n)) / 2


def without_xc_bias(v, V, U, kT):
    """Kohn-Sham current with the equilibrium xc gate and V_xc = 0."""
    def parts(n):
        v_s = v + lead_shift(n / 2, n, U, kT)
        return fermi(v_s - V / 2, kT), fermi(v_s + V / 2, kT)
    n = brentq(lambda m: sum(parts(m)) - m, 1e-6, 2 - 1e-6, xtol=1e-13)
    f_left, f_right = parts(n)
    return n, (f_left - f_right) / 2


# --- cotunnelling: summed squared amplitudes, formula and Fock-space check
def cotunnel_sum(v, U, energy):
    hole, double = energy - v, v + U - energy
    return 1 / hole**2 + 1 / double**2 + (1 / hole + 1 / double)**2


def cotunnel_fock(v, U):
    lower, sign, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
    ops = []
    for k in range(6):          # L up, L down, dot up, dot down, R up, R down
        op = np.eye(1)
        for j in range(6):
            op = np.kron(op, sign if j < k else lower if j == k else one)
        ops.append(op)
    num_up, num_down = ops[2].T @ ops[2], ops[3].T @ ops[3]
    levels = np.diag(v * (num_up + num_down) + U * num_up @ num_down)
    hop = np.zeros((64, 64))
    for s in (0, 1):
        for lead in (0, 4):
            term = ops[2 + s].T @ ops[lead + s]
            hop += term + term.T
    gap = levels - v
    inverse = np.array([0.0 if abs(g) < 1e-9 else 1 / g for g in gap])
    effective = -hop @ np.diag(inverse) @ hop
    vacuum = np.zeros(64)
    vacuum[0] = 1.0
    total = 0.0
    for s in (0, 1):
        start = ops[s].T @ ops[2].T @ vacuum
        for s_out in (0, 1):
            for s_dot in (0, 1):
                end = ops[4 + s_out].T @ ops[2 + s_dot].T @ vacuum
                total += (end @ effective @ start)**2
    return total


for v in (-1.0, -0.6):
    assert abs(cotunnel_fock(v, 2.0) / cotunnel_sum(v, 2.0, 0.0) - 1) < 1e-10

# --- worked example: a gate-defined quantum dot, rough typical values
U, gamma, temperature, spacing = 2.0, 1e-3, 2.0, 2.0
kT = const.k * temperature / const.e * 1e3
current_unit = const.e * (gamma * 1e-3 * const.e) / const.hbar * 1e12
print(f"Repulsion U = {U:.3f} meV; total width gamma = {gamma*1e3:.3f} ueV")
print(f"Temperature = {temperature:.2f} K; kT = {kT:.5f} meV")
print(f"U/kT = {U/kT:.3f}; gamma/kT = {gamma/kT:.5f}")
print(f"Current unit e*gamma/hbar = {current_unit:.2f} pA")


def broad_case(v, V):
    """xc potentials with every pole given the width gamma (rough size)."""
    def F(energy):
        return broad_fermi(energy, gamma, kT)
    one = (F(v - V / 2) + F(v + V / 2)) / 2
    two = (F(v + U - V / 2) + F(v + U + V / 2)) / 2
    p = one / (1 + one - two)
    ends = []
    for mu in (V / 2, -V / 2):
        x = (1 - p) * F(v - mu) + p * F(v + U - mu)
        ends.append(brentq(lambda e: F(e) - x, -10 * U, 10 * U, xtol=1e-13))
    return (ends[0] + ends[1]) / 2 - v, ends[1] - ends[0] - V


for name, v, V in (("A blockaded", -1.0, 1.0), ("B conducting", 0.0, 1.2)):
    n, cur = master(v, V, U, kT)
    n_loop, cur_loop = ks_loop(v, V, U, kT)
    assert abs(n - n_loop) < 1e-8 and abs(cur - cur_loop) < 1e-8
    gate, bias = xc_potentials(n, cur, U, kT)
    h_left = lead_shift(n / 2 + cur, n, U, kT)
    h_right = lead_shift(n / 2 - cur, n, U, kT)
    gate_b, bias_b = broad_case(v, V)
    print(f"Point {name}: v = {v:.2f} meV, V = {V:.2f} mV")
    print(f"  n = {n:.5f}; I = {cur:.5f} e*gamma/hbar = "
          f"{cur*current_unit:.3f} pA")
    print(f"  x_L = {n/2+cur:.5f}; x_R = {n/2-cur:.5f}")
    print(f"  h_L = {h_left:.4f} meV; h_R = {h_right:.4f} meV")
    print(f"  v_Hxc = {gate:.4f} meV; V_xc = {bias:.4f} mV")
    print(f"  v_s = {v+gate:.4f} meV; V_s = {V+bias:.4f} mV")
    print(f"  broadening shifts v_Hxc by {(gate_b-gate)*1e3:.3f} ueV, "
          f"V_xc by {(bias_b-bias)*1e3:.3f} uV")
    print(f"  Fermi factor of next orbital = {fermi(v+spacing-V/2, kT):.2e}")

print("Bias scan at v = -1 meV: V (mV), I (pA), I without V_xc (pA), V_xc (mV)")
for V in (0.5, 1.0, 1.5, 2.0, 3.0):
    n, cur = master(-1.0, V, U, kT)
    bare = without_xc_bias(-1.0, V, U, kT)[1]
    bias = xc_potentials(n, cur, U, kT)[1]
    print(f"  {V:.1f}  {cur*current_unit:9.3f}  {bare*current_unit:9.3f}"
          f"  {bias:8.4f}")

print("Functional: n, I (e*gamma/hbar), v_Hxc (meV), V_xc (mV)")
for n, cur in ((0.8, 0.0), (1.2, 0.0), (1.0, 0.1), (1.0, 0.25), (0.7, 0.1)):
    gate, bias = xc_potentials(n, cur, U, kT)
    print(f"  {n:.2f}  {cur:.2f}  {gate:.4f}  {bias:.4f}")

true, ks, corrected = conductances(-U / 2, U, kT)
assert abs(corrected / true - 1) < 1e-3
quantum = const.e**2 / const.h
to_quantum = 2 * np.pi * gamma          # (gamma/hbar per meV) -> e^2/h
valley = true * to_quantum
cotunnel = (gamma / 2)**2 * cotunnel_sum(-U / 2, U, 0.0)
print(f"Valley conductance = {valley*quantum*1e9:.5f} nS")
print(f"Kohn-Sham conductance there = {ks*to_quantum*quantum*1e9:.4f} nS")
print(f"Ratio true/Kohn-Sham = {true/ks:.5f}")
print(f"sech^2(U/4kT) = {1/np.cosh(U/(4*kT))**2:.5f}")
print(f"Neglected cotunnelling conductance = {cotunnel*quantum*1e9:.6f} nS")
print(f"  as a share of the valley value = {100*cotunnel/valley:.2f} %")
area = quad(lambda e: cotunnel_sum(-1.0, U, e), -0.5, 0.5)[0]
leak = gamma / (8 * np.pi) * area
print(f"Neglected cotunnelling current at A = {leak*current_unit:.4f} pA")
log_kondo = (np.log10(0.5 * np.sqrt(gamma * U) / kT * temperature)
             - np.pi * U / (4 * gamma) / np.log(10))
print(f"log10 of Kondo temperature in K = {log_kondo:.0f}")
print(f"Largest reverse-engineering error / kT = {worst_reverse:.1e}")
print("no test failed")
```

Running it gives:

```
Repulsion U = 2.000 meV; total width gamma = 1.000 ueV
Temperature = 2.00 K; kT = 0.17235 meV
U/kT = 11.605; gamma/kT = 0.00580
Current unit e*gamma/hbar = 243.41 pA
Point A blockaded: v = -1.00 meV, V = 1.00 mV
  n = 1.00000; I = 0.02597 e*gamma/hbar = 6.320 pA
  x_L = 0.52597; x_R = 0.47403
  h_L = 1.4821 meV; h_R = 0.5179 meV
  v_Hxc = 1.0000 meV; V_xc = -0.9642 mV
  v_s = 0.0000 meV; V_s = 0.0358 mV
  broadening shifts v_Hxc by 0.000 ueV, V_xc by 0.232 uV
  Fermi factor of next orbital = 5.21e-02
Point B conducting: v = 0.00 meV, V = 1.20 mV
  n = 0.66673; I = 0.31347 e*gamma/hbar = 76.303 pA
  x_L = 0.64684; x_R = 0.01990
  h_L = 0.4957 meV; h_R = 0.0716 meV
  v_Hxc = 0.2837 meV; V_xc = -0.4241 mV
  v_s = 0.2837 meV; V_s = 0.7759 mV
  broadening shifts v_Hxc by 0.224 ueV, V_xc by 0.495 uV
  Fermi factor of next orbital = 2.97e-04
Bias scan at v = -1 meV: V (mV), I (pA), I without V_xc (pA), V_xc (mV)
  0.5      1.462     75.479   -0.4917
  1.0      6.320    109.025   -0.9642
  1.5     23.109    118.610   -1.3675
  2.0     60.852    120.974   -1.6213
  3.0    115.366    121.666   -1.7517
Functional: n, I (e*gamma/hbar), v_Hxc (meV), V_xc (mV)
  0.80  0.00  0.1893  0.0000
  1.20  0.00  1.8107  0.0000
  1.00  0.10  1.0000  -1.3825
  1.00  0.25  1.0000  -1.6213
  0.70  0.10  0.1413  -0.0660
Valley conductance = 2.12033 nS
Kohn-Sham conductance there = 176.5435 nS
Ratio true/Kohn-Sham = 0.01201
sech^2(U/4kT) = 0.01201
Neglected cotunnelling conductance = 0.058111 nS
  as a share of the valley value = 2.74 %
Neglected cotunnelling current at A = 0.0729 pA
log10 of Kondo temperature in K = -683
Largest reverse-engineering error / kT = 2.0e-12
no test failed
```
